Current-induced force from a released charge imbalance in a finite wire

**The decision: how long a wire, and which times to average**

A force on an atom under current can be computed without open boundaries. One fills one half of a finite wire with extra electrons, releases them, and reads the force while the current is steady. Two choices must be made first: the wire length and the averaging interval. In the example below, an average taken after the electrons have returned from the wire ends gives a force of the wrong sign and more than twice the correct size. Three numbers guide the choices: the return time, a thermal time, and the spacing of the lead levels. The starting transient must also have faded, which is read from the force trace.

**Model and conventions**

Sites n = −L,…,L lie a distance a apart. Each carries one orbital, with two spins. The electrons do not interact, and the atoms are held still. The Hamiltonian H has hopping −γ between neighbours, energy ε on site 0 and zero elsewhere. When a bond length d changes, its hopping follows

γ(d) = γ (a/d)^q, so γ′(a) = −qγ/a.

The energy ε does not depend on position. Pair repulsions between atoms cancel on site 0 because its two bonds are equal.

Before t = 0 a potential V is present: −W/2 on the left, +W/2 on the right, zero on site 0. The density matrix per spin is

ρ₀ = f(H + V), f(E) = 1/{exp[(E − μ)/kT] + 1}.

At t = 0 V is removed. Deep in the left lead H + V = H − W/2, so the filling relative to the released levels is f_L(E) = f(E − W/2), centred at μ + W/2. On the right f_R(E) = f(E + W/2), centred at μ − W/2. Electrons then flow to the right, which is the positive direction for flow and force.

**Propagation and observables**

The equation of motion is

iħ dρ/dt = [H, ρ].

With H|m⟩ = E_m|m⟩, its matrix elements obey iħ dρ_mn/dt = (E_m − E_n)ρ_mn, so

ρ_mn(t) = ρ_mn(0) exp[−i(E_m − E_n)t/ħ].

There is no time-step error. The algorithm is:

1. Diagonalize H + V and build ρ₀.
2. Diagonalize H and transform ρ₀ to its eigenbasis.
3. At each time, multiply the eigenvector rows of sites −1, 0, 1 by exp(−iE_m t/ħ), and contract them with the transformed ρ₀ on both sides. This gives the 3×3 block of ρ(t).

The diagonalizations cost of order N³ operations for N = 2L + 1 sites; each further time costs of order N². For L = 20, direct Runge–Kutta integration of the commutator to 8 fs in steps of 0.01 fs gave the same block within 3.1×10⁻¹⁰.

For the force, move atom 0 by dx₀. The left bond lengthens and the right bond shortens:

∂H₋₁,₀/∂x₀ = −γ′ = qγ/a, ∂H₀,₁/∂x₀ = +γ′ = −qγ/a.

The trace contains each bond twice, as an element and its conjugate. With the spin factor 2,

F = −2 Tr(ρ ∂H/∂x₀) = −(4qγ/a) Re(ρ₋₁,₀ − ρ₀,₁).

The atom is pulled towards the bond with the larger real coherence.

For the flow, the bond 0–1 contributes to iħ dρ₁,₁/dt the amount −γ(ρ₀,₁ − ρ₁,₀) = 2iγ Im ρ₁,₀. Dividing by iħ and including spin gives the electrons passing per unit time:

Ṅ = (4γ/ħ) Im ρ₁,₀.

**The open-lead value**

Let a wave of energy E = −2γ cos k, with 0 < k < π, arrive from the left:

ψ_n = e^{ikn} + r e^{−ikn} for n ≤ 0, ψ_n = t e^{ikn} for n ≥ 0.

Here t is an amplitude, not the time. Agreement at n = 0 gives r = t − 1, hence

ψ₁ = t e^{ik}, ψ₋₁ = e^{−ik} + (t − 1)e^{ik} = t e^{ik} − 2i sin k.

The equation at site 0 is −γ(ψ₋₁ + ψ₁) + εψ₀ = Eψ₀. Inserting these values,

t(−2γe^{ik} + ε + 2γ cos k) = −2iγ sin k.

Since −2e^{ik} + 2 cos k = −2i sin k,

t = 1/[1 + iε/(2γ sin k)],

𝒯 = |t|² = 4γ² sin²k/(4γ² sin²k + ε²).

It follows that Re t = 𝒯 and Im t = −𝒯ε/(2γ sin k).

Now multiply the site equation by ψ₀* and take the real part. Because Re(ψ₀*ψ₁) = 𝒯 cos k,

Re(ψ₀*ψ₋₁) = 𝒯(2 cos k + ε/γ) − 𝒯 cos k = 𝒯 cos k + 𝒯ε/γ.

The two bonds therefore differ by 𝒯ε/γ. By reflection, a wave from the right gives −𝒯ε/γ. In an infinite wire at late times, arriving electrons come from deep in the leads and carry f_L and f_R. Summing with weight dk/2π,

F = −(4qε/a) ∫₀^π (dk/2π) 𝒯 (f_L − f_R).

For the flow, Im(ψ₁ψ₀*) = 𝒯 sin k. With dE = 2γ sin k dk,

Ṅ = (1/πħ) ∫ dE 𝒯 (f_L − f_R).

The limit L→∞ must precede the limit of long time; a finite wire has a plateau, not a final steady state.

**What the bound state remembers**

The impurity also has a bound state ψ_n = ψ₀λ^{|n|}. For ε < 0, the equations at site 0 and beyond are

−2γλ + ε = E, −γ(λ + 1/λ) = E.

Subtracting gives ε = γ(λ − 1/λ), and therefore E² = ε² + 4γ². The occupation of this state is constant after release. Its contribution to the charge on site 0 does not fade, and a sum over lead states alone misses it. Its two bonds are equal, so it adds no force. The coherence between it and the continuum has a spread of frequencies and dephases in an infinite wire.

**Size and direction of the force**

Changing variable to E and using the group velocity v = 2γa sin k/ħ,

F = −(2qε/πħ) ∫ dE 𝒯 (f_L − f_R)/v.

If v varies little over the bias window, it can be taken outside the integral:

F ≈ −2qεṄ/v.

The direction depends on the sign of ε as well as on the flow. For ε < 0 the upstream bond has the smaller real coherence, and the atom is pulled downstream.

At μ = 0, and for W and kT small on the scale over which 𝒯/v varies,

F ≈ −(2qW/πa) · 2γε/(4γ² + ε²).

For |ε| ≪ 2γ this grows linearly with ε. For |ε| ≫ 2γ it falls as 1/ε, because little current passes. The largest magnitude, qW/(πa), occurs at |ε| = 2γ.

**When the ends are felt**

Since ρ₀ commutes with H + V, [H, ρ₀] = −[V, ρ₀], with elements −(V_i − V_j)ρ₀,ij. Within one lead these vanish. The motion starts from coherences between regions of different V, which are concentrated near the junction. A signal must travel to an end and back, a distance 2La, at no more than the largest group velocity 2γa/ħ:

t_ret = 2La/(2γa/ħ) = Lħ/γ.

This time is not perfectly sharp: the wave front spreads as it travels, and the initial coherences have tails. With the band linearised near the Fermi level, coherence over n sites contains the transform

∫ dE (−f′) e^{i(E−μ)τ/ħ} = (τ/τ_T)/sinh(τ/τ_T), τ_T = ħ/(πkT), τ = na/v.

The tails thus decay over a distance of about vτ_T. At room temperature τ_T gives the rough size of the early edge of the reflection; when τ_T is much shorter, the spreading of the front sets the edge.

The starting transient has another source: the coherence between the bound state and the continuum. In the example below it makes up nearly all of the remaining deviation from the plateau at 10 and 20 fs, and it has faded by 40 fs.

**Discrete filling**

A lead of L sites has levels −2γ cos[πj/(L + 1)], with spacing Δ = 2πγ/(L + 1) at the band centre. Treat them as equally spaced, E_j = jΔ. Poisson's sum formula turns the number of filled levels into its smooth value plus oscillations. The harmonic m contributes

2∫ (dE/Δ) f cos(2πmE/Δ) = [sin(2πmμ/Δ)/(πm)] · x_m/sinh x_m, x_m = 2π²m kT/Δ,

after one integration by parts and the transform above. In a cold wire the factor x₁/sinh x₁ is near one, and the filling can be wrong by up to half a level per lead. In a warm wire it is about 2x₁e^{−x₁}. Moreover,

x₁ = πkT(L + 1)/γ ≈ t_ret/τ_T.

At half filling the condition t_ret ≫ τ_T therefore smooths the discrete filling and also keeps the thermal tails short compared with the return time. It does not by itself guarantee a plateau: the wire must also be long enough for the bound-state coherence to fade well before t_ret.

**Worked example**

Take γ = 1 eV, a = 0.25 nm, q = 2, ε = −1 eV, W = 0.4 eV, μ = 0, 300 K and L = 200. The return time is 131.6 fs, so ħ/γ = 131.6/200 = 0.658 fs. With kT = 0.0259 eV,

τ_T = 0.658/(π × 0.0259) ≈ 8.1 fs.

The ratio t_ret/τ_T is about 16. The average uses a smooth bell-shaped (Hann) weight over 0.4–0.8 t_ret, that is 52.7–105.3 fs.

The small-bias formula gives

F ≈ (2 × 2 × 0.4)/(π × 0.25) × 2/(4 + 1) ≈ 0.815 eV/nm.

The full integral and the wire plateau both give 0.816 eV/nm, or 0.131 nN. The current is 24.8 µA in both calculations. An independent Green-function calculation, with the force found by displacing the atom, gives the same open-lead force.

At t = 0 the force is already 0.488 eV/nm, because V has polarised the initial state. It reaches 0.847 eV/nm at 2 fs, drops to 0.803 at 10 fs, and stays between 0.815 and 0.817 from 40 to 80 fs. At 120 fs it is 0.822: the early edge of the reflection is visible about 12 fs before t_ret, a distance in time comparable with τ_T.

Reversing ε to +1 eV, all else fixed, reverses the force. Away from half filling, with ε = 0.6 eV, μ = −0.8 eV and W = 0.3 eV, wire and open leads both give −0.452 eV/nm.

The bound level lies at −2.236 eV. It supplies 0.894 of the 1.447 electrons on site 0; the continuum supplies 0.553.

**Error analysis**

Relative to the open-lead force, the plateau error is −0.008 % for L = 100 and below the printed 0.0001 % for L = 200 and 300. Within the L = 200 window the root-mean-square ripple is 2.9×10⁻⁴ eV/nm, or 0.04 % of the force. Up to 0.8 t_ret the wires with L = 200 and 300 differ by at most 3.4×10⁻⁴ eV/nm at the 60 times printed. The difference oscillates, and on a finer time grid it reaches about 1.3×10⁻³ eV/nm (0.16 % of the force) near the end of the window, where the early edge of the reflection begins and the Hann weight is small.

For five lengths from L = 196 to 212, the worst error at 3 K is 1.9 %, relative to the open-lead force at 3 K. At 300 K it is below the printed 0.0001 %. Half a level is 0.016 eV, or 4 % of W, so discrete filling can account for an error of this size. The force error follows the error in the initial charge imbalance of the two leads to within about 0.2 percentage points, while the bound-state coherence adds less than 0.001 % to the window average. The temperature itself matters little here: the open-lead force changes by 0.02 % between 3 K and 300 K.

**What a late average measures**

After one return the incoming waves from left and right are no longer independent. Let their amplitudes be a_L and a_R, and define

a_e = (a_L + a_R)/√2, a_o = (a_L − a_R)/√2.

Superposing the two scattering solutions gives

ψ₀ = √2 t a_e, ψ₁ − ψ₋₁ = 2√2 i sin k a_o.

With X = ⟨a_e a_o*⟩, the bond difference and the mean bond flow become

Re⟨ψ₀*(ψ₋₁ − ψ₁)⟩ = −4 sin k Im(tX),

½ Im⟨ψ₀*(ψ₁ − ψ₋₁)⟩ = 2 sin k Re(tX).

Initially X = (f_L − f_R)/2, which reproduces the earlier results. Scattering multiplies a_e by r + t = 2t − 1 and a_o by r − t = −1. The two equal wire ends add a common phase, which cancels in X. Hence X becomes (1 − 2t)X. Using Re t = 𝒯 and (Im t)² = 𝒯 − 𝒯²,

Im[t(1 − 2t)] = Im t · (1 − 4𝒯),

Re[t(1 − 2t)] = 𝒯 − 2(2𝒯² − 𝒯) = 𝒯(3 − 4𝒯).

Between the first and second returns, once the front has passed, the force integrand is multiplied by 1 − 4𝒯 and the flow integrand by 3 − 4𝒯. This assumes that electrons in the bias window return nearly together. At 𝒯 = 0.8 the factors are −2.2 and −0.2. The wire, averaged over 1.3–1.8 t_ret, gives −1.793 eV/nm and −4.89 µA, in agreement with the energy integrals. A flat force trace is therefore not enough to identify the wanted plateau; its time must also lie before t_ret.

**From the model to a metal contact**

The parameters lie in the rough regime of single-atom-wide gold contacts, where biases of tenths of a volt drive tens of microamperes. The force is about a tenth of the roughly 1–2 nN needed to break such a contact. Real contacts are far shorter than this wire and widen into bulk metal; the long chains here stand in for leads. The value q = 2 is a model choice, and F is proportional to q.

One assumption that can have a large effect is the absence of screening. The initial left lead holds 0.064 extra electrons per site, charge that a metal would screen. As a contrasting case, start from equilibrium and then hold the left lead at +W/2 and the right at −W/2, with an abrupt step through site 0. The current stays at 24.7 µA, but the force falls to 0.334 eV/nm, 59 % below the released-wire value. This size belongs to the abrupt step; when the same drop is spread over a few sites, the force falls much less. The step breaks mirror symmetry, so the bound state and the states filled from both leads no longer have to cancel in the force. Their separate shares were not computed. The agreement of the released wire with open leads thus establishes the numerical method, not the force in a screened device. That requires a self-consistent potential.

Charging of the impurity matters little in the released wire. Its charge changes by −0.00024 electrons from equilibrium; with a rough charging energy of 5 eV per electron, this alters the force by 0.07 %. A free atom of rough mass 200 u, pushed by the plateau force from rest, would move 0.0034 nm by t_ret. The hopping on its bonds would change by about 2.7 %, down on the left and up on the right. This is not negligible for the force. In a cold, uniform, half-filled chain the coherence between neighbours is 1/π per spin, so each bond pulls with about (4qγ/a)/π = 32/π ≈ 10 eV/nm. At fixed coherence the pull goes as γ(d)/d, so for q = 2 it changes by 1.5 times as much as the hopping, about 4.1 %. Opposite changes of this size in two such pulls add up to about 0.8 eV/nm. The impurity bonds have somewhat smaller coherences, 0.27 and 0.29, which gives about 0.7 eV/nm, nearly the plateau force, even before the coherences respond. The pair repulsions no longer cancel either. The results therefore apply to an atom held in place, not to one free to move. Electron–phonon scattering and the direct electrostatic force on the ion core are left out and not sized. The numerical output follows.

Computed values

```
hopping g = 1.00 eV, spacing a = 0.25 nm, power q = 2
impurity level = -1.00 eV, imbalance W = 0.40 eV
chemical potential = 0.00 eV, temperature = 300 K
sites per lead L = 200, all sites = 401
thermal energy kT = 0.0259 eV
lead level spacing at band centre = 0.0313 eV
fastest speed = 0.7596 nm/fs
return time = 131.6 fs
plateau window = 52.7 to 105.3 fs
transmission at band centre = 0.8000
spectral vs stepped density matrix, max gap = 3.1e-10
force at     0 fs =   0.4881 eV/nm
force at     2 fs =   0.8470 eV/nm
force at     5 fs =   0.8141 eV/nm
force at    10 fs =   0.8032 eV/nm
force at    20 fs =   0.8107 eV/nm
force at    40 fs =   0.8157 eV/nm
force at    60 fs =   0.8157 eV/nm
force at    80 fs =   0.8158 eV/nm
force at   100 fs =   0.8153 eV/nm
force at   120 fs =   0.8222 eV/nm
force at   140 fs =  -1.9975 eV/nm
force at   160 fs =  -1.8148 eV/nm
force at   200 fs =  -1.7981 eV/nm
plateau force, wire = 0.81583 eV/nm = 0.13071 nN
open-lead force, formula = 0.81583 eV/nm = 0.13071 nN
open-lead force, Green function = 0.81583 eV/nm
ripple (rms) in window = 2.9e-04 eV/nm
current, wire = 24.775 uA, open leads = 24.775 uA
small-bias force from open-lead flow = 0.81424 eV/nm
L = 100: force error = -0.0080 %
L = 200: force error = -0.0000 %
L = 300: force error = -0.0000 %
plateau force for level +1.0 eV = -0.81583 eV/nm
other case: level 0.6 eV, mu -0.8 eV, W 0.3 eV
  wire -0.45249, open leads -0.45249 eV/nm
L=200 vs 300, largest gap before 0.8 return = 3.4e-04 eV/nm
L=200 vs 300, gap at 1.25 return = 2.6306 eV/nm
after return: force wire -1.7928, formula -1.7928 eV/nm
after return: current wire -4.893, formula -4.893 uA
bound level = -2.2361 eV, occupation = 0.99973 per spin
impurity electrons: wire 1.4470, continuum 0.5528, bound 0.8942
worst force error, L = 196..212: 3 K 1.854 %, 300 K 0.0000 %
open-lead force at 3 K = 0.81569 eV/nm
initial excess in left lead = 0.0638 electrons/site
potential step kept: force = 0.3337 eV/nm, current = 24.723 uA
  same force with L = 300: 0.3337 eV/nm
impurity charge change from equilibrium = -0.00024 electrons
level shift for rough U = 5 eV: -0.0012 eV
  force with shifted level = 0.81641 eV/nm
atom travel by return time, rough mass 200 u = 0.00341 nm
  relative hopping change = 2.73 %
```
